# Local Strain from Lattice Images: Phase Gradients and Scan Distortion: a numerical check

```python
# Geometric phase analysis of a two-dimensional crystal with scan distortion.
# Result under test: the local reciprocal vectors of an image obey
#     g_local = M^T g,   M = F^-1 C,
# F = deformation gradient of the crystal, C = gradient of the true beam
# position with respect to the nominal pixel position. Drift v during a scan
# with time gradient s gives C = 1 - v s^T; two scans with exchanged axes
# determine both F and the two drift velocities.
# Lengths in nm, times in s, reciprocal vectors in 1/nm without 2 pi.
import numpy as np
from scipy import constants, fft
from scipy.ndimage import gaussian_filter1d

rng = np.random.default_rng(7)
TWO_PI = 2 * np.pi
identity = np.eye(2)

# ---------------------------------------------------------------- inputs
lattice = 0.32            # lattice constant
second_weight = 0.4       # brightness of second sublattice relative to first
spot = 0.05               # Gaussian width of an atomic column in the image
pixels, pixel = 512, 0.035
width = 0.40              # real-space Gaussian width of the phase filter
dwell, flyback = 5e-6, 0.5e-3
line_time = pixels * dwell + flyback
frame_time = pixels * line_time
drift_a = np.array([0.08, 0.05])
drift_b = np.array([0.05, 0.02])
mean_strain, wave_strain, wave_period, poisson_ratio = 0.03, 0.01, 6.0, 0.25
jitter = 0.005
beam_current, collected = 30e-12, 0.01

# ---------------------------------------------------------------- crystal
a1 = lattice * np.array([1.0, 0.0])
a2 = lattice * np.array([0.5, np.sqrt(3) / 2])
basis = (a1 + a2) / 3
recip = np.linalg.inv(np.array([a1, a2])).T
G = np.array([recip[0], recip[1], -recip[0] - recip[1]])
g_length = np.linalg.norm(G[0])
i, j = np.meshgrid(np.arange(-60, 61), np.arange(-60, 61))
cells = i.reshape(-1, 1) * a1 + j.reshape(-1, 1) * a2
atoms = np.vstack([cells, cells + basis])
weights = np.r_[np.ones(len(cells)), np.full(len(cells), second_weight)]
near = np.max(np.abs(atoms), axis=1) < 11.0
atoms, weights = atoms[near], weights[near]

# ---------------------------------------------------------------- imaging
axis = (np.arange(pixels) - pixels // 2) * pixel
X0, Y0 = np.meshgrid(axis, axis)


def scan_image(positions, beam_x, beam_y):
    """Sum of atomic spots read at the true beam position of every pixel."""
    image = np.zeros((pixels, pixels))
    half = 10
    centre = pixels // 2
    col = np.clip(np.rint(positions[:, 0] / pixel) + centre, 0, pixels - 1).astype(int)
    row = np.clip(np.rint(positions[:, 1] / pixel) + centre, 0, pixels - 1).astype(int)
    off_x, off_y = (beam_x - X0)[row, col], (beam_y - Y0)[row, col]
    col = (np.rint((positions[:, 0] - off_x) / pixel) + centre).astype(int)
    row = (np.rint((positions[:, 1] - off_y) / pixel) + centre).astype(int)
    inside = ((col >= -half) & (col < pixels + half)
              & (row >= -half) & (row < pixels + half))
    for k in np.flatnonzero(inside):
        rows = slice(max(row[k] - half, 0), min(row[k] + half + 1, pixels))
        cols = slice(max(col[k] - half, 0), min(col[k] + half + 1, pixels))
        r2 = ((beam_x[rows, cols] - positions[k, 0]) ** 2
              + (beam_y[rows, cols] - positions[k, 1]) ** 2)
        image[rows, cols] += weights[k] * np.exp(-r2 / (2 * spot ** 2))
    return image


def linear_beam(C):
    return C[0, 0] * X0 + C[0, 1] * Y0, C[1, 0] * X0 + C[1, 1] * Y0


def drifting_beam(velocity, time_gradient, start_shift):
    t = time_gradient[0] * (X0 - axis[0]) + time_gradient[1] * (Y0 - axis[0])
    return (X0 - start_shift[0] - velocity[0] * t,
            Y0 - start_shift[1] - velocity[1] * t)


# ---------------------------------------------------------------- analysis
freq = fft.fftfreq(pixels, pixel)
mask = np.exp(-2 * np.pi ** 2 * width ** 2 * (freq[:, None] ** 2 + freq[None, :] ** 2))
margin = int(np.ceil(6 * width / pixel)) + 1
inner = slice(margin, pixels - margin)
core = slice(margin + 1, pixels - margin - 1)


def harmonic(image, g):
    carrier = np.exp(-1j * TWO_PI * (g[0] * X0 + g[1] * Y0))
    return fft.ifft2(fft.fft2(image * carrier) * mask)[inner, inner]


def local_matrix(image, vectors=G):
    """Field M(y, x) as an array (..., 2, 2), from wrap-free phase gradients."""
    local = []
    for g in vectors:
        psi = harmonic(image, g)
        dx = np.angle(psi[1:-1, 2:] * psi[1:-1, :-2].conj()) / (2 * pixel)
        dy = np.angle(psi[2:, 1:-1] * psi[:-2, 1:-1].conj()) / (2 * pixel)
        local.append([g[0] + dx / TWO_PI, g[1] + dy / TWO_PI])
    return np.einsum('ik,kjyx->yxij', np.linalg.pinv(vectors), np.array(local))


def stretch_strain(M):
    F = np.linalg.inv(M)
    C = np.swapaxes(F, -1, -2) @ F
    root = np.sqrt(np.linalg.det(C))[..., None, None]
    trace = np.trace(C, axis1=-2, axis2=-1)[..., None, None]
    return (C + root * identity) / np.sqrt(trace + 2 * root) - identity


def separate_drift(M_a, M_b, s_a, s_b):
    W = (M_a - M_b) @ np.linalg.inv(np.array([s_a, s_b]))
    M = M_a - np.outer(W[:, 0], s_a)
    return M, np.linalg.solve(M, -W[:, 0]), np.linalg.solve(M, W[:, 1])


def rms(values):
    return np.sqrt(np.mean(np.square(values)))


# ---------------------------------------------------------------- scan rule
F_test = np.array([[1.025, 0.012], [-0.006, 0.99]])
C_test = np.array([[1.006, 0.004], [-0.002, 0.995]])
M_film = local_matrix(scan_image(atoms @ F_test.T, *linear_beam(C_test)))
M_ref = local_matrix(scan_image(atoms, *linear_beam(C_test)))
rule_error = np.max(np.abs(M_film - np.linalg.inv(F_test) @ C_test))
assert rule_error < 1e-5
referenced = M_film.mean((0, 1)) @ np.linalg.inv(M_ref.mean((0, 1)))
assert np.max(np.abs(np.linalg.inv(referenced) - F_test)) < 1e-5
# A really strained crystal under a perfect scan gives the same phase data
# as an unstrained crystal under a distorted scan.
M_twin = local_matrix(scan_image(atoms @ np.linalg.inv(C_test).T, X0, Y0))
twin_difference = np.max(np.abs(M_twin - M_ref))
assert twin_difference < 1e-5

# ---------------------------------------------------------------- drift pair
s_a = np.array([dwell, line_time]) / pixel
s_b = np.array([line_time, dwell]) / pixel
beam_a = drifting_beam(drift_a, s_a, np.zeros(2))
beam_b = drifting_beam(drift_b, s_b, drift_a * frame_time)
pair = [local_matrix(scan_image(atoms @ F_test.T, *b)).mean((0, 1))
        for b in (beam_a, beam_b)]
M_pair, v_a, v_b = separate_drift(*pair, s_a, s_b)
pair_error = np.max(np.abs(np.linalg.inv(M_pair) - F_test))
assert pair_error < 1e-5
assert np.allclose(v_a, drift_a, atol=2e-4) and np.allclose(v_b, drift_b, atol=2e-4)

# ---------------------------------------------------------------- dislocation
burgers = a1
angle = np.arctan2(atoms[:, 1], atoms[:, 0])
image = scan_image(atoms + np.outer(angle / TWO_PI, burgers), X0, Y0)
windings = []
for g in G:
    psi = harmonic(image, g)
    path = np.concatenate([psi[0, :], psi[1:, -1], psi[-1, -2::-1], psi[-2::-1, 0]])
    windings.append(np.sum(np.angle(path[1:] * path[:-1].conj())) / TWO_PI)
burgers_found = -np.linalg.pinv(G) @ np.array(windings)
assert np.allclose(burgers_found, burgers, atol=1e-6)

# ---------------------------------------------------------------- example
wave_amplitude = wave_strain * wave_period / TWO_PI
fine = np.linspace(-12, 12, 48001)
fine_x = (1 + mean_strain) * fine + wave_amplitude * np.sin(TWO_PI * fine / wave_period)


def true_stretch_x(x):
    material = np.interp(x, fine_x, fine)
    return 1 + mean_strain + wave_strain * np.cos(TWO_PI * material / wave_period)


channel = np.column_stack([
    (1 + mean_strain) * atoms[:, 0]
    + wave_amplitude * np.sin(TWO_PI * atoms[:, 0] / wave_period),
    (1 - poisson_ratio * mean_strain) * atoms[:, 1]])

# Filter gain, wraps and residues under a perfect scan.
ideal = scan_image(channel, X0, Y0)
M_ideal = local_matrix(ideal)
x_core = axis[core]
q = 1 / (wave_period * (1 + mean_strain))


def wave_part(profile):
    columns = [np.ones_like(x_core)]
    for n in (1, 2, 3):
        columns += [np.cos(TWO_PI * n * q * x_core), np.sin(TWO_PI * n * q * x_core)]
    fit = np.linalg.lstsq(np.array(columns).T, profile, rcond=None)[0]
    return np.hypot(fit[1], fit[2])


gain_measured = (wave_part(1 - M_ideal[..., 0, 0].mean(0))
                 / wave_part(1 - 1 / true_stretch_x(x_core)))
offset = G[0, 0] * mean_strain / (1 + mean_strain)
gain_formula = (np.exp(-2 * np.pi ** 2 * width ** 2 * q ** 2)
                * np.cosh(4 * np.pi ** 2 * width ** 2 * offset * q))
assert abs(gain_measured / gain_formula - 1) < 0.01

psi = harmonic(ideal, G[0])
phase = np.angle(psi)
wraps = int(np.sum(np.abs(np.diff(phase[len(phase) // 2])) > np.pi))
raw = (phase[:, 2:] - phase[:, :-2]) / (2 * pixel)
safe = np.angle(psi[:, 2:] * psi[:, :-2].conj()) / (2 * pixel)
wrap_strain = np.max(np.abs(raw - safe)) / (TWO_PI * g_length)
step_x = np.angle(psi[:, 1:] * psi[:, :-1].conj())
step_y = np.angle(psi[1:] * psi[:-1].conj())
curl = step_x[:-1] + step_y[:, 1:] - step_x[1:] - step_y[:, :-1]
residues = int(np.sum(np.abs(curl) > np.pi))
assert wraps > 0 and wrap_strain > 1 and residues == 0

# Two drifting scans of the same channel.
M_a = local_matrix(scan_image(channel, *beam_a))
M_b = local_matrix(scan_image(channel, *beam_b))
_, found_a, found_b = separate_drift(M_a.mean((0, 1)), M_b.mean((0, 1)), s_a, s_b)
M_fixed = M_a @ np.linalg.inv(identity - np.outer(found_a, s_a))
apparent, corrected = stretch_strain(M_a), stretch_strain(M_fixed)
truth = np.zeros_like(corrected)
truth[..., 0, 0] = true_stretch_x(beam_a[0][core, core]) - 1
truth[..., 1, 1] = -poisson_ratio * mean_strain
mean_app, mean_cor, mean_true = (f.mean((0, 1)) for f in (apparent, corrected, truth))
assert np.max(np.abs(mean_cor - mean_true)) < 3e-4
assert np.max(np.abs(mean_app - mean_true)) > 3e-3
assert np.allclose(found_a, drift_a, atol=5e-3)
assert np.allclose(found_b, drift_b, atol=5e-3)
rms_before, rms_after = rms(apparent - truth), rms(corrected - truth)
assert rms_after < 0.25 * rms_before

# ---------------------------------------------------------------- row jitter
jitter_formula = jitter * np.sqrt(pixel / (4 * np.sqrt(np.pi) * width ** 3))
long_noise = rng.normal(0, jitter, 400000)
jitter_sampled = np.std(gaussian_filter1d(long_noise, width / pixel, order=1)) / pixel
assert abs(jitter_sampled / jitter_formula - 1) < 0.03
row_shift = rng.normal(0, jitter, pixels)
response = gaussian_filter1d(row_shift, width / pixel, order=1, truncate=6)[core] / pixel
leakage = []
turn = np.deg2rad(15)
for turned in (0.0, turn):
    R = np.array([[np.cos(turned), -np.sin(turned)], [np.sin(turned), np.cos(turned)]])
    M = local_matrix(scan_image(atoms @ R.T, X0 + row_shift[:, None], Y0), G @ R.T)
    leakage.append(rms(M[..., 0, 1] - response[:, None]) / rms(response))
assert leakage[1] < 0.25 and leakage[0] > 0.4

# ---------------------------------------------------------------- counting noise
counts = beam_current * dwell / constants.e * collected
density = counts / pixel ** 2


def coefficient(g):
    motif = (1 + second_weight * np.exp(-1j * TWO_PI * g @ basis)) / (1 + second_weight)
    return motif * np.exp(-2 * np.pi ** 2 * spot ** 2 * (g @ g))


c = np.array([coefficient(g) for g in G])
covariance = np.array([[0.5 * np.real(coefficient(G[k] - G[m]) / (c[k] * c[m].conj())
                                      - coefficient(G[k] + G[m]) / (c[k] * c[m]))
                        for m in range(3)] for k in range(3)])
inverse = np.linalg.pinv(G)
noise_formula = np.sqrt((inverse @ covariance @ inverse.T)[0, 0]
                        / (8 * np.pi * width ** 4 * density)) / TWO_PI
perfect = scan_image(atoms, X0, Y0)
perfect *= counts / perfect[inner, inner].mean()
samples = [local_matrix(rng.poisson(perfect).astype(float))[..., 0, :] - identity[0]
           for _ in range(4)]
noise_measured = rms(np.array(samples))
assert abs(noise_measured / noise_formula - 1) < 0.10

# ---------------------------------------------------------------- neglected effects
slope_deg, expansion, heating, internal = 5.0, 7e-6, 100.0, 0.5   # rough inputs
slope_strain = 1 - np.cos(np.deg2rad(slope_deg))
drift_change_strain = 0.5 * np.linalg.norm(drift_b - drift_a) * line_time / pixel
thermal_strain = expansion * heating
shift_size = internal * wave_strain * lattice / np.sqrt(3)
shift_strain = 0.0
for direction in np.linspace(0, np.pi, 13):
    shift = shift_size * np.array([np.cos(direction), np.sin(direction)])
    old = 1 + second_weight * np.exp(-1j * TWO_PI * G @ basis)
    new = 1 + second_weight * np.exp(-1j * TWO_PI * G @ (basis + shift))
    false_u = -inverse @ np.angle(new / old) / TWO_PI
    shift_strain = max(shift_strain, np.linalg.norm(false_u) * TWO_PI / wave_period)

# ---------------------------------------------------------------- output


def tensor(t):
    return f"{100*t[0,0]:.3f}, {100*t[1,1]:.3f}, {100*t[0,1]:.3f} %"


print(f"lattice constant {lattice:.2f} nm, |g| {g_length:.3f} 1/nm")
print(f"spot width {spot:.2f} nm, second sublattice weight {second_weight:.1f}")
print(f"image {pixels} x {pixels} pixels of {pixel:.3f} nm, filter width {width:.2f} nm")
print(f"analysed field side {len(x_core)*pixel:.2f} nm")
print(f"dwell {dwell*1e6:.1f} us, flyback {flyback*1e3:.1f} ms")
print(f"line time {line_time*1e3:.2f} ms, frame time {frame_time:.3f} s")
print(f"test of M = F^-1 C: largest error {rule_error:.1e}")
print(f"strained crystal vs distorted scan: difference in M {twin_difference:.1e}")
print(f"uniform strain from two drifting scans: error in F {pair_error:.1e}")
print("dislocation phase windings (turns):", ", ".join(f"{w:.3f}" for w in windings))
print(f"Burgers vector found {burgers_found[0]:.4f}, {abs(burgers_found[1]):.4f} nm")
print(f"example: mean tension {100*mean_strain:.1f} %, wave {100*wave_strain:.1f} %")
print(f"wave period {wave_period:.1f} nm, Poisson ratio {poisson_ratio:.2f}")
print(f"e_xx = 1 - 1/F_xx at mean tension {100*mean_strain/(1+mean_strain):.3f} %")
print(f"phase wraps along the middle row {wraps}, phase residues {residues}")
print(f"false strain at a wrap if raw phase is differenced {100*wrap_strain:.0f} %")
print(f"filter gain for the wave: measured {gain_measured:.4f}, formula {gain_formula:.4f}")
print(f"drift scan A: true {drift_a[0]:.3f}, {drift_a[1]:.3f} nm/s")
print(f"drift scan A: found {found_a[0]:.4f}, {found_a[1]:.4f} nm/s")
print(f"drift scan B: true {drift_b[0]:.3f}, {drift_b[1]:.3f} nm/s")
print(f"drift scan B: found {found_b[0]:.4f}, {found_b[1]:.4f} nm/s")
print("mean strain xx, yy, xy, apparent:", tensor(mean_app))
print("mean strain xx, yy, xy, corrected:", tensor(mean_cor))
print("mean strain xx, yy, xy, true:", tensor(mean_true))
print("spurious mean strain xx, yy, xy:", tensor(mean_app - mean_true))
print(f"rms strain error before {100*rms_before:.3f} %, after {100*rms_after:.3f} %")
print(f"peak xx strain: corrected {100*corrected[...,0,0].max():.3f} %, "
      f"true {100*truth[...,0,0].max():.3f} %")
print(f"row jitter {jitter:.3f} nm: rms du_x/dy formula {100*jitter_formula:.4f} %")
print(f"row jitter: sampled smoothed noise {100*jitter_sampled:.4f} %")
print(f"jitter leakage / direct response: aligned scan {leakage[0]:.2f}")
print(f"jitter leakage / direct response: scan turned {np.rad2deg(turn):.0f} deg {leakage[1]:.2f}")
print(f"beam current {beam_current*1e12:.0f} pA, collected fraction {100*collected:.0f} %")
print(f"mean counts per pixel {counts:.2f}")
print(f"counting noise in strain: measured {100*noise_measured:.4f} %, "
      f"formula {100*noise_formula:.4f} %")
print(f"neglected: sheet slope {slope_deg:.0f} deg gives {100*slope_strain:.3f} %")
print(f"neglected: drift change within a scan gives {100*drift_change_strain:.3f} %")
print(f"neglected: internal shift (factor {internal:.1f}) gives {100*shift_strain:.4f} %")
print(f"neglected: heating by {heating:.0f} K at {expansion*1e6:.0f}e-6 /K "
      f"gives {100*thermal_strain:.3f} %")
print("checks complete")
```

Output:

```
lattice constant 0.32 nm, |g| 3.608 1/nm
spot width 0.05 nm, second sublattice weight 0.4
image 512 x 512 pixels of 0.035 nm, filter width 0.40 nm
analysed field side 12.95 nm
dwell 5.0 us, flyback 0.5 ms
line time 3.06 ms, frame time 1.567 s
test of M = F^-1 C: largest error 4.3e-10
strained crystal vs distorted scan: difference in M 2.4e-12
uniform strain from two drifting scans: error in F 3.7e-12
dislocation phase windings (turns): -1.000, 0.000, 1.000
Burgers vector found 0.3200, 0.0000 nm
example: mean tension 3.0 %, wave 1.0 %
wave period 6.0 nm, Poisson ratio 0.25
e_xx = 1 - 1/F_xx at mean tension 2.913 %
phase wraps along the middle row 2, phase residues 0
false strain at a wrap if raw phase is differenced 396 %
filter gain for the wave: measured 0.9224, formula 0.9246
drift scan A: true 0.080, 0.050 nm/s
drift scan A: found 0.0800, 0.0500 nm/s
drift scan B: true 0.050, 0.020 nm/s
drift scan B: found 0.0495, 0.0200 nm/s
mean strain xx, yy, xy, apparent: 3.046, -0.312, 0.355 %
mean strain xx, yy, xy, corrected: 3.045, -0.750, 0.000 %
mean strain xx, yy, xy, true: 3.049, -0.750, 0.000 %
spurious mean strain xx, yy, xy: -0.003, 0.438, 0.355 %
rms strain error before 0.334 %, after 0.028 %
peak xx strain: corrected 3.926 %, true 4.000 %
row jitter 0.005 nm: rms du_x/dy formula 0.1389 %
row jitter: sampled smoothed noise 0.1387 %
jitter leakage / direct response: aligned scan 0.65
jitter leakage / direct response: scan turned 15 deg 0.05
beam current 30 pA, collected fraction 1 %
mean counts per pixel 9.36
counting noise in strain: measured 0.1069 %, formula 0.1080 %
neglected: sheet slope 5 deg gives 0.381 %
neglected: drift change within a scan gives 0.185 %
neglected: internal shift (factor 0.5) gives 0.0053 %
neglected: heating by 100 K at 7e-6 /K gives 0.070 %
checks complete
```
